# Moment Equations and Force-Difference Collapse Rates in Augmented Surface Hopping, part 2

In surface hopping, each trajectory $(\mathbf R_s,\mathbf P_s)$ carries a pure electronic state with amplitudes $c_j$. It runs on the active adiabatic state $\lambda$; $n$ is another state. A collapse removes the amplitude of $n$; a reset only forgets the recorded packet displacement. We seek that displacement when the states are coupled. Numbers are in Hartree atomic units ($\hbar=1$).

For two uncoupled linear potentials in one coordinate, with $\Delta F=F_n-F_\lambda$, the coherence obeys

$$\frac{d}{dt}\ln|\sigma_{n\lambda}|
=-\frac{\Delta F}{\hbar}\,
\mathrm{Im}\frac{\delta R_{n\lambda}}{\sigma_{n\lambda}}. \tag{2}$$

Gaussians $\propto e^{-(x-R_j)^2/2a^2+iP_jx/\hbar}$ have width $a$. Choosing $a^2=\hbar|\Delta R|/|\Delta P|$ in each coordinate gives, for packets moving apart in every coordinate, the overlap decay rate

$$\Gamma=\frac1{2\hbar}\sum_\alpha\Delta F_\alpha\,\Delta R_\alpha
=\frac{\Delta\mathbf F\cdot\Delta\mathbf R}{2\hbar}. \tag{8}$$

Negative $\Gamma$ then means growth. For constant forces and a common initial Gaussian, the exact overlap magnitude is $e^{-S(t)}$, with

$$S(t)\ge2\,\frac{(\Delta F)^2t^3}{8M\hbar}
=\frac{(\Delta F)^2t^3}{4M\hbar}
=3\int_0^t\Gamma\,dt'. \tag{11}$$

The first two blocks of the computed values test these results; "rule" there means $\int_0^t\Gamma\,dt'$.

For coupled states, $H=\sum_\alpha P_\alpha^2/2M_\alpha+V(\mathbf R)$, with $V$ a matrix in a fixed electronic basis. The full density operator obeys $\dot\rho=-(i/\hbar)[H,\rho]$, and $\mathrm{Tr}_N$ is the nuclear trace. With $X_\alpha=R_\alpha-R_{s\alpha}$ and $\pi_\alpha=P_\alpha-P_{s\alpha}$, define the electronic matrices

$$\sigma=\mathrm{Tr}_N\rho,\qquad
\delta R_\alpha=\mathrm{Tr}_N(X_\alpha\rho),\qquad
\delta P_\alpha=\mathrm{Tr}_N(\pi_\alpha\rho).$$

Expand $V\simeq V_0-\sum_\beta F_\beta X_\beta$, where $V_0=V(\mathbf R_s)$ and $F_\beta=-\partial V/\partial R_\beta|_{\mathbf R_s}$. The trajectory obeys $\dot R_{s\alpha}=P_{s\alpha}/M_\alpha$ and $\dot P_{s\alpha}=(F_\alpha)_{\lambda\lambda}$. Nuclear operators may be moved cyclically inside $\mathrm{Tr}_N$, while electronic matrices keep their order. Then

$$\dot\sigma=-\frac i\hbar[V_0,\sigma]
+\frac i\hbar\sum_\beta[F_\beta,\delta R_\beta]. \tag{13}$$

The derivatives of $\delta R_\alpha$ and $\delta P_\alpha$ follow.

### The position moment

Three terms contribute to the derivative of $\delta R_\alpha$. The kinetic energy gives

$$-\frac i\hbar\mathrm{Tr}_N\!\left(\left[X_\alpha,\frac{P_\alpha^2}{2M_\alpha}\right]\rho\right)
=\frac1{M_\alpha}\mathrm{Tr}_N(P_\alpha\rho),$$

because the commutator is $i\hbar P_\alpha/M_\alpha$. The moving origin gives $-\dot R_{s\alpha}\sigma=-P_{s\alpha}\sigma/M_\alpha$. Together these are $\delta P_\alpha/M_\alpha$. The potential commutes with $X_\alpha$ as a nuclear operator, so its contribution retains the electronic commutators. With $Q_{\alpha\beta}=\mathrm{Tr}_N(X_\alpha X_\beta\rho)$,

$$\dot{\delta R}_\alpha=-\frac i\hbar[V_0,\delta R_\alpha]
+\frac{\delta P_\alpha}{M_\alpha}
+\frac i\hbar\sum_\beta[F_\beta,Q_{\alpha\beta}]. \tag{14}$$

### The momentum moment

The momentum commutes with the kinetic energy, and the moving origin gives $-(F_\alpha)_{\lambda\lambda}\sigma$. The constant part of the potential gives $-(i/\hbar)[V_0,\delta P_\alpha]$. The linear part needs care with ordering:

$$\frac i\hbar\sum_\beta\left\{
F_\beta\,\mathrm{Tr}_N(\pi_\alpha X_\beta\rho)
-\mathrm{Tr}_N(X_\beta\pi_\alpha\rho)\,F_\beta\right\}.$$

Define the symmetrized moment $K_{\alpha\beta}=\tfrac12\mathrm{Tr}_N[(X_\beta\pi_\alpha+\pi_\alpha X_\beta)\rho]$. From $[X_\beta,\pi_\alpha]=i\hbar\delta_{\alpha\beta}$,

$$\begin{aligned}
\mathrm{Tr}_N(\pi_\alpha X_\beta\rho)&=K_{\alpha\beta}-\tfrac{i\hbar}{2}\delta_{\alpha\beta}\sigma,\\
\mathrm{Tr}_N(X_\beta\pi_\alpha\rho)&=K_{\alpha\beta}+\tfrac{i\hbar}{2}\delta_{\alpha\beta}\sigma .
\end{aligned}$$

Both $\sigma$ terms acquire the factor $(i/\hbar)(-i\hbar/2)=1/2$. With $\{A,B\}=AB+BA$, the result is

$$\begin{aligned}
\dot{\delta P}_\alpha={}&-\frac i\hbar[V_0,\delta P_\alpha]
+\tfrac12\{F_\alpha,\sigma\}-(F_\alpha)_{\lambda\lambda}\sigma\\
&+\frac i\hbar\sum_\beta[F_\beta,K_{\alpha\beta}]. 
\end{aligned}\tag{15}$$

The anticommutator is the symmetrized mean force. It arises from the noncommuting nuclear position and momentum.

### Moving to the adiabatic basis

Let the columns of $U(t)$ be the adiabatic states $|\phi_j(\mathbf R_s(t))\rangle$. A matrix $A$ becomes $A'=U^\dagger AU$. Define $D=U^\dagger\dot U$. Unitarity gives $\dot U^\dagger U=-D$, and therefore

$$\dot A'=U^\dagger\dot AU-DA'+A'D
=U^\dagger\dot AU-[D,A'].$$

The chain rule gives $D_{jk}=\dot{\mathbf R}_s\cdot\mathbf d_{jk}$, where $\mathbf d_{jk}=\langle\phi_j|\nabla\phi_k\rangle$. To find $\mathbf d_{jk}$ for $j\ne k$, differentiate $V|\phi_k\rangle=E_k|\phi_k\rangle$ and project on $\langle\phi_j|$:

$$\langle\phi_j|\nabla V|\phi_k\rangle+E_j\mathbf d_{jk}=E_k\mathbf d_{jk}
\ \Longrightarrow\
\mathbf d_{jk}=\frac{\mathbf F_{jk}}{E_j-E_k}.$$

The force matrix is now $\mathbf F_{jk}=-\langle\phi_j|\nabla V|\phi_k\rangle$, including its off-diagonal elements. Drop the primes and write

$$L(A)=-\frac i\hbar[V_0,A]-[D,A],$$

with $V_0$ diagonal. Neglecting the second moments $Q$ and $K$ closes the equations:

$$\boxed{\begin{aligned}
\dot{\delta R}_\alpha&=L(\delta R_\alpha)+\frac{\delta P_\alpha}{M_\alpha},\\
\dot{\delta P}_\alpha&=L(\delta P_\alpha)
+\tfrac12\{F_\alpha-(F_\alpha)_{\lambda\lambda}\mathbf1,\sigma\}.
\end{aligned}} \tag{16}$$

Fewest-switches dynamics also uses $\dot\sigma=L(\sigma)$, without the last term of (13). That term contains the damping found in (2) for a packet described about one trajectory, and the collapse is meant to supply a damping along each trajectory. An average over sampled initial conditions also decays through dephasing, with or without collapse. The other effects of that term remain neglected.

The hopping probability follows from the same equation. Since $D$ is antihermitian, $\dot\sigma_{\lambda\lambda}=-2\sum_n\mathrm{Re}(D_{\lambda n}\sigma_{n\lambda})$. Assigning each positive loss to a hop gives the probability $\max[0,\,2\,\mathrm{Re}(D_{\lambda n}\sigma_{n\lambda})/\sigma_{\lambda\lambda}]\,dt$ for $\lambda\to n$.

### Weighted moments and physical displacements

A diagonal moment is a population times a displacement. The quantity needed in the rate is

$$\mathbf r_n=\frac{\delta\mathbf R_{nn}}{\sigma_{nn}}
-\frac{\delta\mathbf R_{\lambda\lambda}}{\sigma_{\lambda\lambda}}. \tag{17}$$

Shifting the origin by $\mathbf b$ changes $\delta\mathbf R$ to $\delta\mathbf R-\mathbf b\sigma$. Each ratio changes by $-\mathbf b$, so $\mathbf r_n$ is unaffected. If $\delta\mathbf R_{\lambda\lambda}=0$, inserting $\delta\mathbf R_{nn}$ itself in the rate would reduce it by the factor $\sigma_{nn}$. A weakly populated packet would then appear to separate more slowly merely because its population is small.

**Uncoupled limit.** Let $D=0$ and let $\mathbf F$ be diagonal. Populations are constant, and (16) gives

$$\frac{d}{dt}\frac{\delta P_{\alpha,nn}}{\sigma_{nn}}=(F_\alpha)_{nn}-(F_\alpha)_{\lambda\lambda},
\qquad
M_\alpha\ddot r_{n\alpha}=(F_\alpha)_{nn}-(F_\alpha)_{\lambda\lambda}.$$

These are the equations for the relative motion of two classical centres. The neglected commutators have no diagonal elements here, so this limit is exact for linear potentials.

### Collapse, guard and reset

With $\Delta\mathbf F=\mathbf F_{nn}-\mathbf F_{\lambda\lambda}$, the first half supplies the rate $\Delta\mathbf F\cdot\mathbf r_n/2\hbar$. Coupled states can still exchange amplitude at the displaced position. There the linear expansion gives an off-diagonal energy $W=-\mathbf F_{n\lambda}\cdot\mathbf r_n$. For two resonant states coupled by $W$, starting in one of them, the population of the other is

$$\sin^2\frac{|W|t}{\hbar}
=\frac12\left[1-\cos\frac{2|W|t}{\hbar}\right].$$

The exchange has angular frequency $2|W|/\hbar$. Subtracting it gives the collapse rate

$$\gamma_c=\max\!\left[0,\;
\frac{\Delta\mathbf F\cdot\mathbf r_n}{2\hbar}
-\frac{2|\mathbf F_{n\lambda}\cdot\mathbf r_n|}{\hbar}\right], \tag{18}$$

and the reset rate is

$$\gamma_r=\max\!\left[0,\;
-\frac{\Delta\mathbf F\cdot\mathbf r_n}{2\hbar}\right]. \tag{19}$$

The subtraction is a guard, not a consequence of (2): collapse is permitted when the estimated decay outpaces resonant exchange. With an energy gap the exchange is faster but incomplete, so the guard is a criterion rather than a transfer rate. If $\mathbf F_{n\lambda}=0$, equation (18) returns to the uncoupled result.

In a step $dt$ short enough that $\gamma_c\,dt$ and $\gamma_r\,dt$ are small, these products are the event probabilities. The updates are as follows.

- **Collapse.** Clear the moments of $n$ as in a reset. Then set $c_n=0$ and multiply $c_\lambda$ by $\sqrt{|c_\lambda|^2+|c_n|^2}/|c_\lambda|$, using the old amplitudes. This preserves the norm and the phase of $c_\lambda$.
- **Reset.** First remove the offset of the active packet by replacing $\delta\mathbf R$ with $\delta\mathbf R-(\delta\mathbf R_{\lambda\lambda}/\sigma_{\lambda\lambda})\sigma$, and treat $\delta\mathbf P$ in the same way. Then set every moment element with an index $n$ to zero. The amplitudes are unchanged. For two states this clears all moments.
- **Hop.** Set all moments to zero after the change of active state and any momentum adjustment.

In a collapse, the offset is removed with the old $\sigma$, before the amplitudes are changed. Without this removal, a nonzero $\delta\mathbf R_{\lambda\lambda}$ would leave $\mathbf r_n\ne0$ after a reset. Discarding the offset identifies the trajectory with the active packet, which is part of the algorithm and not exact dynamics. When $\sigma_{nn}$ is negligible, (17) is ill-conditioned, and no rate should be formed from it.

### One passage through an avoided crossing

Consider one coordinate with $M=2000$, diabatic energies $\pm0.01x$ and constant coupling $0.005$. The packet starts at $x=-4$ with momentum $25$ and width $0.7$, in the electronic state that is the lower adiabat at its centre. The trajectory stays on the lower adiabat. No hops, collapses or resets are carried out, so the moments can be compared with a two-state wavepacket on a grid.

The first test keeps all terms. At time $380$, with the trajectory at $x=0.41$, time derivatives of the grid moments agree with (13)–(15) in the moving basis. The largest relative residual is $5\times10^{-6}$, measured against the norm of the respective derivative. On the same measure, the terms omitted from the equations for $\sigma$, $\delta R$ and $\delta P$ amount to $0.28$, $0.50$ and $0.19$. The closure therefore drops terms that are not small near this crossing. Its quality has to be judged from later results.

| Time | $r_n$, closed | $r_n$, grid | Upper population, closed / grid |
|---:|---:|---:|---:|
| 450 | −0.073 | −0.171 | 0.539 / 0.547 |
| 550 | −0.238 | −0.182 | 0.487 / 0.473 |
| 650 | −0.500 | −0.464 | 0.490 / 0.481 |
| 850 | −1.321 | −1.268 | 0.492 / 0.481 |

At time $450$ the closed displacement is less than half the grid value in magnitude. At $850$ it exceeds the grid value by 4 percent of the latter. The late motion is simpler. At times $650$, $750$ and $850$ the closed displacements are $-0.4997$, $-0.8602$ and $-1.3205$, with second difference

$$-1.3205+2(0.8602)-0.4997=-0.0998 .$$

The final force difference is $\Delta F=-0.009967-0.009967=-0.019934$. Constant relative acceleration over intervals of $100$ would give $-0.019934\times100^2/2000=-0.0997$. Once the crossing has been left behind, the force difference sets the relative acceleration averaged over such intervals. Most of the growth still comes from relative velocity acquired earlier: of the $0.82$ bohr added between times $650$ and $850$, this velocity supplies $0.62$. The agreement at time $850$ is partly a cancellation of errors. If the closed equations are started from the grid moments at time $450$, they give $-1.399$ at time $850$, which is 10 percent too large in magnitude. Started from the grid moments at time $650$, they give $-1.271$, close to the grid value.

The final off-diagonal force is $0.000813$. The two parts of (18) are

$$\begin{aligned}
\tfrac12(-0.01993)(-1.3205)&=0.01316,\\
2(0.000813)(1.3205)&=0.00215 .
\end{aligned}$$

The collapse rate is $0.0110$ in atomic units, or $0.455\ \mathrm{fs}^{-1}$. At time $450$ the two parts are $0.00068$ and $0.00057$, so the guard removes most of the force term. In this model the ratio of the guard to the force term is $1/|x|$, with $x$ the trajectory position in bohr. Within 1 bohr of the crossing the guard is the larger of the two, and no collapse is allowed.

Integrating $\gamma_c$ from time $450$ gives a no-collapse probability of $0.94$ at time $550$ and $0.18$ at time $850$. The normalized grid coherence $|\sigma_{n\lambda}|/\sqrt{\sigma_{nn}\sigma_{\lambda\lambda}}$ falls from $0.51$ to $0.10$ between times $450$ and $550$. Collapse is thus much slower than the loss of coherence of this packet. The slowness has the same direction as (11), but the factor of three does not apply directly, because here the states are coupled and the guard is present. This fall is largely dephasing across the packet. Take trajectories sampled from the Wigner distribution of the initial packet and kept on the lower adiabat, with no hops or collapses. Their normalized ensemble coherence, in the adiabatic states at each trajectory position, is $0.47$ at time $450$ and $0.08$ at time $550$. The grid values in the adiabatic states at each $x$ are $0.50$ and $0.10$. The comparison therefore does not show that the collapse rate is too small.

The grid coherence then levels off, with values $0.0145$, $0.0118$ and $0.0103$ at times $650$, $750$ and $850$. Part of this remainder at time $650$, and most of it at times $750$ and $850$, comes from describing the whole packet in the electronic basis that belongs to the trajectory position. If the adiabatic states at each $x$ are used instead, the values are $0.0081$, $0.0021$ and $0.0002$, and the coherence continues to fall. The remaining intermediate values are in the numerical output.

## Computed values

```
All values in Hartree atomic units unless a unit is named
GAUSSIAN PAIR IN TWO COORDINATES
separation (bohr): [0.3 0.5], momentum difference: [2.  1.5]
masses: [2000. 3000.]; squared widths (bohr^2): [0.15   0.3333]
separating force difference: [0.02 0.01]
  d ln|overlap|/dt, propagated: -0.005500
  force-difference rate:        0.005500
restoring force difference: [-0.03   0.005]
  d ln|overlap|/dt, propagated: 0.003250
  reset rate:                   0.003250
no force, true d ln|overlap|/dt below 1e-9: True
no force, frozen Gaussians d ln|overlap|/dt: -0.001375
turned momentum, force difference: [-0.03  -0.005]
  d ln|overlap|/dt, propagated: -0.005750
  force-difference rate:        -0.005750
CONSTANT FORCES, COINCIDENT START
mass 2000, force difference 0.02, time 400
width^2 0.040 bohr^2: true exponent 4.6400, rule 1.0668, ratio 4.350
width^2 0.100 bohr^2: true exponent 3.2000, rule 1.0668, ratio 3.000
width^2 0.490 bohr^2: true exponent 8.1665, rule 1.0668, ratio 7.656
AVOIDED CROSSING
mass 2000, diabatic slopes +/-0.01, coupling 0.005
start -4.0 bohr, momentum 25.0, width 0.7 bohr
moment-equation check at time 380, position 0.4123 bohr
  largest relative residual, all terms kept: 4.8e-06
  neglected/total norm, sigma equation: 0.2779
  neglected/total norm, dR equation:    0.5018
  neglected/total norm, dP equation:    0.1860
time 450: trajectory position 1.1964 bohr
  upper population: closed 0.5391, grid 0.5473
  displacement (bohr): closed -0.0734, grid -0.1714
  force-difference rate 0.000677, guard 0.000566, collapse rate 0.000111
  no-collapse probability since time 450: 1.0000; grid coherence 5.12e-01
time 550: trajectory position 2.3555 bohr
  upper population: closed 0.4866, grid 0.4729
  displacement (bohr): closed -0.2382, grid -0.1816
  force-difference rate 0.002330, guard 0.000989, collapse rate 0.001341
  no-collapse probability since time 450: 0.9380; grid coherence 1.02e-01
time 650: trajectory position 3.5634 bohr
  upper population: closed 0.4900, grid 0.4813
  displacement (bohr): closed -0.4997, grid -0.4637
  force-difference rate 0.004948, guard 0.001389, collapse rate 0.003560
  no-collapse probability since time 450: 0.7405; grid coherence 1.45e-02
time 750: trajectory position 4.8208 bohr
  upper population: closed 0.4936, grid 0.4810
  displacement (bohr): closed -0.8602, grid -0.8145
  force-difference rate 0.008556, guard 0.001775, collapse rate 0.006781
  no-collapse probability since time 450: 0.4453; grid coherence 1.18e-02
time 850: trajectory position 6.1279 bohr
  upper population: closed 0.4921, grid 0.4810
  displacement (bohr): closed -1.3205, grid -1.2675
  force-difference rate 0.013161, guard 0.002148, collapse rate 0.011013
  no-collapse probability since time 450: 0.1844; grid coherence 1.03e-02
final forces: upper -0.009967, lower 0.009967, off-diagonal 0.000813
final collapse rate: 0.4553 per fs
```
